\section*{Opposite Arrhenius curvature from series and parallel averaging of Gaussian barriers}

\section{Two kinds of cell}

Take equal cells, half with band edge at height $\phi_0+s$ above the Fermi level and half at $\phi_0-s$. A cell of height $\phi$ has local conductivity $S_0e^{-\beta\phi}$, where $\beta=1/kT$. Place the cells end to end. The same current crosses each, resistances add, and the conductivity $S$ of the chain obeys
\[
\frac1S=\frac1{2S_0}\left[e^{\beta(\phi_0+s)}+e^{\beta(\phi_0-s)}\right]
=\frac{e^{\beta\phi_0}\cosh\beta s}{S_0}.
\]
Place them side by side instead. The voltage is now common, conductances add, and
\[
S=\frac{S_0}{2}\left[e^{-\beta(\phi_0+s)}+e^{-\beta(\phi_0-s)}\right]
=S_0e^{-\beta\phi_0}\cosh\beta s .
\]
With the upper sign for series and the lower for parallel,
\[
\ln\frac{S}{S_0}=-\beta\phi_0\mp\ln\cosh\beta s,\qquad
\frac{d^2}{d\beta^2}\ln\frac{S}{S_0}=\mp\frac{s^2}{\cosh^2\beta s}.
\]
An Arrhenius plot, $\ln(S/S_0)$ against $\beta$, bends down for series and up for parallel. On cooling, the chain is increasingly limited by its high cells, while the parallel set is increasingly carried by its low ones. When $\beta s\ll1$, $\ln\cosh\beta s\simeq\beta^2s^2/2$. For a Gaussian distribution this quadratic form holds without the restriction to small $\beta s$.

\section{The local law and why resistances add}

The algebra uses atomic units ($\hbar=e=m_e=1$) with $k$ kept, so a voltage is also an energy. Let $u(x)$ be the band edge, $n$ the electron density, $D$ the diffusion constant and $j$ the particle flux. Drift plus diffusion, with the Einstein relation $\mu=\beta D$ for the mobility $\mu$, reads
\[
j=-D\left(\frac{dn}{dx}+\beta n\frac{du}{dx}\right).
\]
Assume Boltzmann statistics, $n=N_ce^{-\beta(u-\zeta)}$, with band density $N_c$ and electrochemical potential $\zeta$. Then $dn/dx=\beta n(d\zeta/dx-du/dx)$. The terms in $du/dx$ cancel:
\[
j=-\beta Dn\frac{d\zeta}{dx}
=-DN_ce^{-\beta u}\frac{d}{dx}e^{\beta\zeta}.
\]
In steady one-dimensional flow $j$ is constant. Multiply by $e^{\beta u}$ and integrate from $\zeta(0)=0$ to $\zeta(L)=-V$:
\[
j\int_0^Le^{\beta u}dx=DN_c\left(1-e^{-\beta V}\right)\simeq \beta DN_cV .
\]
The last form is the leading order in $V$. At that order $u$ may be replaced by its zero-bias value $\phi$, measured from the Fermi level. Since $S=jL/V$,
\begin{equation}
\frac1S=\frac1{S_0}\,\frac1L\int_0^Le^{\beta\phi(x)}dx,\qquad S_0=\mu N_c .
\label{local}
\end{equation}
The mobility is taken to be the same in every cell. For $N$ equal cells with flat band edges $\phi_i$, the integral becomes the mean $N^{-1}\sum_ie^{\beta\phi_i}$.

\section{The Gaussian average}

Let the $\phi_i$ be independent, with mean $\phi_0$ and standard deviation $s$, both independent of temperature. For large $N$ the sample mean tends to the ensemble mean. Write $\phi=\phi_0+sz$, with $z$ a standard normal variable, and let $\eta=+1$ for series, $\eta=-1$ for parallel. Then
\begin{align}
\langle e^{\eta\beta\phi}\rangle
&=\frac{e^{\eta\beta\phi_0}}{\sqrt{2\pi}}\int_{-\infty}^{\infty}
e^{-z^2/2+\eta\beta sz}\,dz\nonumber\\
&=\frac{e^{\eta\beta\phi_0+\beta^2s^2/2}}{\sqrt{2\pi}}
\int_{-\infty}^{\infty}e^{-(z-\eta\beta s)^2/2}\,dz
=e^{\eta\beta\phi_0+\beta^2s^2/2}.
\label{gauss}
\end{align}
The second line completes the square using $\eta^2=1$; the remaining integral is $\sqrt{2\pi}$. The quadratic term is positive in both averages. The sign difference comes from what is averaged: the chain averages resistivity, which must then be inverted, whereas the parallel set averages conductivity. Hence
\begin{align}
S_{\rm ser}&=\frac{S_0}{\langle e^{\beta\phi}\rangle}
=S_0\exp\left[-\frac{\phi_0}{kT}-\frac{s^2}{2(kT)^2}\right],\\
S_{\rm par}&=S_0\langle e^{-\beta\phi}\rangle
=S_0\exp\left[-\frac{\phi_0}{kT}+\frac{s^2}{2(kT)^2}\right].
\end{align}
The second derivatives of $\ln(S/S_0)$ with respect to $\beta$ are $-s^2$ and $+s^2$.

\section{Activation energy and the cells that matter}

Define $E=-d\ln(S/S_0)/d\beta$. Then
\[
E_{\rm ser}=\phi_0+\frac{s^2}{kT},\qquad
E_{\rm par}=\phi_0-\frac{s^2}{kT}.
\]
These are mean heights. For the chain, differentiation gives
\[
E_{\rm ser}=\frac{d}{d\beta}\ln\langle e^{\beta\phi}\rangle
=\frac{\langle\phi e^{\beta\phi}\rangle}{\langle e^{\beta\phi}\rangle}.
\]
The weight $e^{\beta\phi}$ is proportional to a cell's resistance, hence to its share of the voltage. In parallel the weight is $e^{-\beta\phi}$, the share of the current. The shifted square in \eqref{gauss} shows the same thing: the weighted distribution is still Gaussian with width $s$, but its centre has moved by $\pm s^2/kT$.

The opposite signs do not depend on the Gaussian shape. Let $K(\beta)=\ln\langle e^{\beta\phi}\rangle$ for any distribution for which the averages exist. A second differentiation gives
\[
K''(\beta)=\frac{\langle\phi^2e^{\beta\phi}\rangle}{\langle e^{\beta\phi}\rangle}
-\left(\frac{\langle\phi e^{\beta\phi}\rangle}{\langle e^{\beta\phi}\rangle}\right)^2\ge0,
\]
which is the weighted variance. Since $\ln(S/S_0)$ is $-K(\beta)$ in series and $K(-\beta)$ in parallel, the curvatures are $-K''(\beta)$ and $+K''(-\beta)$. For the Gaussian both variances equal $s^2$ at every temperature.

\section{How long the chain must be}

The mean of $e^{\beta\phi}$ is controlled by rare high cells. Replacing $\beta$ by $2\beta$ in \eqref{gauss} gives $\langle e^{2\beta\phi}\rangle=e^{2\beta\phi_0+2\beta^2s^2}$. Dividing by the squared mean $e^{2\beta\phi_0+\beta^2s^2}$ and subtracting one gives the relative variance of one cell. For $N$ independent cells the relative standard deviation of the total resistance is therefore
\begin{equation}
\delta=\sqrt{\frac{e^{\beta^2s^2}-1}{N}} .
\label{spread}
\end{equation}
For a given $\delta$ and cell length $a$, the channel length is $L=a(e^{\beta^2s^2}-1)/\delta^2$.

A fixed finite chain leaves the Gaussian law on cooling. As $\beta\to\infty$ its largest term dominates, $\sum_ie^{\beta\phi_i}\to e^{\beta\phi_{\max}}$, so $E_{\rm ser}\to\phi_{\max}$ and the curvature vanishes, as it did for two kinds of cell. To locate the change, note that for $t>0$
\[
P(z>t)\le\langle e^{t(z-t)}\rangle=e^{-t^2}e^{t^2/2}=e^{-t^2/2}.
\]
The expected number of cells above $\phi_0+ts$ is thus at most $Ne^{-t^2/2}$, which is one at $t=\sqrt{2\ln N}$. The formula needs cells near $\phi_0+(\beta s)s$, so it requires $\beta s$ well below $\sqrt{2\ln N}$.

\section{What is held fixed on cooling}

\textbf{Fixed Fermi level.} For a parabolic band of mass $m$, $N_c=2(mkT/2\pi)^{3/2}$. With constant mobility, $\ln S_0=\mbox{const}-\frac32\ln\beta$, whose second derivative is $3/(2\beta^2)$. A raw plot of $\ln S$ therefore has curvature
\[
\frac{d^2\ln S}{d\beta^2}=\mp s^2+\frac32(kT)^2 .
\]
The series sign reverses above $kT=s\sqrt{2/3}$. Dividing the data by $T^{3/2}$ removes the extra term under these assumptions. A linear drift $\phi_0\to\phi_0-\alpha T$ adds the constant $\alpha/k$ to $\ln S$ and no curvature.

\textbf{Fixed free-electron density.} Now let the Fermi level move so that the cell-averaged density $\bar n=N_c\langle e^{-\beta\phi}\rangle=N_ce^{-\beta\phi_0+\beta^2s^2/2}$ stays constant. Here $\phi_0$ depends on temperature. Eliminating it gives
\[
S_{\rm par}=\mu\bar n,\qquad S_{\rm ser}=\mu\bar n\,e^{-s^2/(kT)^2}.
\]
The curvatures of $\ln S$ are $0$ and $-2s^2$. Their difference is still $2s^2$, but they no longer have opposite signs. The curvatures $\mp s^2$ thus belong to $S/S_0$, with $\phi_0$ fixed or linear in $T$.

\section{A conducting sheet}

In a film, current can go round a high cell. Consider a square network whose bonds have independent conductances $g=g_0e^{-\beta sz}$, with $g_0\propto e^{-\beta\phi_0}$. Give each mesh a number $\psi$ such that the current in a bond is the difference of $\psi$ across it; current conservation makes this possible. The bond voltages sum to zero round each mesh. Read $\psi$ as a voltage and the old voltages as currents: the result is a second network, rotated by a right angle, with bond conductances $1/g$ and total conductance $1/G$.

Choose a rectangle with $(n+1)^2$ bonds along the current and $n^2$ across it, so that the second network has the same shape. Because $z$ and $-z$ are equally likely, $\ln(G/g_0)$ and $-\ln(G/g_0)$ have the same distribution, and its mean is zero. If fluctuations become negligible in a large sheet, then $S=S_0e^{-\phi_0/kT}$, without curvature. Numerical networks with the parameters below gave mean-logarithm ratios $S/(S_0e^{-\phi_0/kT})$ of 0.997 at 250 K and 1.003 at 300 K, each with a standard error of 0.005 in the logarithm.

\section{Worked example}

Take $\phi_0=0.20$ eV, $s=0.04$ eV, $a=20$ nm, a channel of 40 $\mu$m ($N=2000$), local mobility 20 cm$^2$/Vs and mass $0.34\,m_e$. At 300 K, $N_c=4.975\times10^{18}$ cm$^{-3}$. Restoring the electron charge, $S_0=e\mu N_c=15.9$ S/cm. This value is held fixed in the table.

At 300 K, $kT=0.02585$ eV, so $\phi_0/kT=7.74$ and
\[
\frac{s^2}{2(kT)^2}=\frac{(1.547)^2}{2}=1.197 .
\]
Identical cells would give $S_0e^{-\phi_0/kT}=6.96\times10^{-3}$ S/cm, computed from unrounded inputs. Series disorder multiplies this by $e^{-1.197}=0.302$, parallel disorder by $e^{1.197}=3.31$. The activation energies are $0.20\pm0.0016/0.02585$ eV, that is 0.262 eV (0.00962 hartree) in series and 0.138 eV (0.00508 hartree) in parallel.

\begin{center}
\begin{tabular}{ccccc}
$T$ & $S_{\rm ser}$ & $S_{\rm par}$ & $E_{\rm ser}$ & $E_{\rm par}$\\
(K) & (S/cm) & (S/cm) & (eV) & (eV)\\
250 & $2.64\times10^{-4}$ & $8.30\times10^{-3}$ & 0.274 & 0.126\\
300 & $2.10\times10^{-3}$ & $2.30\times10^{-2}$ & 0.262 & 0.138\\
350 & $8.72\times10^{-3}$ & $5.07\times10^{-2}$ & 0.253 & 0.147
\end{tabular}
\end{center}

The curvatures are $\mp0.0016$ eV$^2$. Letting $S_0$ vary as $T^{3/2}$ adds 0.0010 eV$^2$ at 300 K, leaving $-0.0006$ eV$^2$ in series and $+0.0026$ eV$^2$ in parallel. The raw series curvature changes sign at 379 K, so a nearly straight raw plot does not by itself show that $s$ is small.

Equation \eqref{spread} gives a resistance spread of 7.1\% of the mean at 300 K; randomly drawn chains gave 6.9\%. At 250 K the formula gives 12.3\%. A 10\% spread needs 19.9 $\mu$m at 300 K and 60.8 $\mu$m at 250 K. A 400 nm chain at 300 K has a median conductivity 1.20 times the long-chain formula, because the typical short chain lacks the rarest high cells. For the full channel $\sqrt{2\ln2000}=3.9$, against $\beta s=1.86$ at 250 K. The curvature is more sensitive to the missing high cells than the conductivity is: at 250 K randomly drawn channels have a median curvature of $-0.86s^2$, and the central 68\% lie between $-0.73s^2$ and $-1.10s^2$.

\section{Neglected effects}

Fermi statistics lowers the parallel result by 0.5\% at 250 K and 0.6\% at 350 K, relative to Boltzmann statistics; the series changes are below 0.1\%. The low cells, which carry the parallel current, are the ones nearest degeneracy. The heights are also taken as independent of the electrons the cells hold. Extra electrons in a low cell raise its band edge; a rough estimate for cubic 20 nm cells with relative permittivity 10 to 16 lowers the parallel result by about 8--14\% between 250 and 350 K and raises the series result by up to 5\%, so screening matters more here than Fermi statistics.

For tunnelling, consider a cell standing $\Delta=s^2/kT$ above its neighbours. At energy $y$ below its top, estimate the transmission by $e^{-2a\sqrt{2my}}$. Relative to the thermal flux over the top, the tunnelling flux is
\[
\frac{\int_0^\Delta e^{\beta y-2a\sqrt{2my}}\,dy}{\int_0^\infty e^{-\beta y}\,dy}
=\beta\int_0^\Delta e^{\beta y-2a\sqrt{2my}}\,dy ,
\]
or 0.7\% at 250 K and 0.5\% at 350 K. Neither flux includes scattering, so the ratio assumes that scattering reduces both alike. This is a rough estimate for 20 nm cells; thinner cells tunnel more. It also depends strongly on the barrier's shape. At 250 K an abrupt square cell of the same height gives only about 0.07\%, because waves are reflected at its edges. The same reflection acts on electrons above the top and, without scattering, lowers the total flux by about a third. That figure is for ballistic crossing. With scattering as strong as the mobility implies (a backscattering length $2D/v$ of about 1 nm, with $v=\sqrt{2kT/\pi m}$), the edge reflections add to a much larger cell resistance and lower the flux by only about 4\%. A parabolic top with a 20 nm base gives about 12\%, because it is thin near its summit; reflection of electrons just above the top then leaves a net gain in flux of about 3\%. The confinement energy $\pi^2/(2ma^2)$ is 0.003 eV, about a tenth of $kT$ at 300 K.

With 0.1 V across the channel, the average cell takes 0.05 mV but the worst takes 3.5 mV on average at 300 K. That is well below the thermal voltage of 26 mV. These shares, and a current linear in $V$ at this bias, assume that the band edge follows the electrochemical potential, $u=\phi+\zeta$. If $u$ is instead held fixed, as by a gate, the factor $1-e^{-\beta V}$ applies to the whole bias: here $\beta V=3.9$, the current is about a quarter of the linear value, and \eqref{local} needs a total bias well below 26 mV. The worst cell's field, 0.0018 MV/cm, is far below the rough MV/cm scale of oxide breakdown. The mobility implies a mean free path of 0.7 nm, shorter than the 7.4 nm thermal wavelength. The mobility must therefore be read as an empirical local input, not as evidence of free flight between collisions.

\section{Beside a real oxide film}

The example is set near amorphous In--Ga--Zn--O thin-film transistors, where mobilities of roughly 10 cm$^2$/Vs and band-edge fluctuations of a few hundredths of an eV are reasonable rough scales. The cell length is a model choice. The mean free density implied at 300 K is $N_cS_{\rm par}/S_0=7\times10^{15}$ cm$^{-3}$, far below the rough $10^{18}$ cm$^{-3}$ or more of a strongly switched-on channel; the example describes a weakly filled one. Real films also break the single-path assumption, since current can go round high cells. For a two-dimensional network with these parameters, that raises the 300 K conductivity from the series value by a factor of 3.3 and removes the quadratic term. This holds for a single layer of cells. If current can also pass through the thickness, the cancellation is lost: bond networks two and four layers thick give factors of about 3.9 and 4.3, above $S_0e^{-\phi_0/kT}$. Trapped charge and gate control also move the Fermi level with temperature, so measured curvature alone does not identify the geometry. The numerical output lists the parameters and main results of the worked example.

\section*{Computed results}
\begin{verbatim}
mean height 0.20 eV; standard deviation 0.04 eV
cell 20 nm; channel 40 um; cells 2000
local mobility 20 cm2/Vs; mass 0.34 m_e
drain bias 0.1 V
band density at 300 K 4.975e+18 cm^-3
prefactor S0, fixed at its 300 K value 15.94 S/cm
T = 250 K: kT 0.02154 eV; s/kT 1.857; s^2/(2(kT)^2) 1.724
  conductivity S/cm: series 2.643e-04; uniform 1.482e-03; parallel 8.304e-03
  activation eV: series 0.2743; parallel 0.1257
T = 300 K: kT 0.02585 eV; s/kT 1.547; s^2/(2(kT)^2) 1.197
  conductivity S/cm: series 2.103e-03; uniform 6.961e-03; parallel 2.304e-02
  activation eV: series 0.2619; parallel 0.1381
T = 350 K: kT 0.03016 eV; s/kT 1.326; s^2/(2(kT)^2) 0.879
  conductivity S/cm: series 8.724e-03; uniform 2.102e-02; parallel 5.065e-02
  activation eV: series 0.2530; parallel 0.1470
activation at 300 K, hartree: series 0.00962; parallel 0.00508
curvature of ln(S/S0), eV^2: series -0.00160; parallel 0.00160
raw curvature at 300 K with T^(3/2) prefactor, eV^2: series -0.00060; parallel 0.00260
raw series curvature changes sign at 379 K
random chains at 300 K: mean resistance / formula 0.9995
  relative resistance spread: sampled 6.9 %; formula 7.1 %
relative spread at 250 K, formula 12.3 %
length for 10 % spread at 250 K: 60.8 um
length for 10 % spread at 300 K: 19.9 um
short chain 400 nm at 300 K: median conductivity / formula 1.20
square network at 250 K: S/(S0 exp(-phi0/kT)) 0.997; standard error of its log 0.005
square network at 300 K: S/(S0 exp(-phi0/kT)) 1.003; standard error of its log 0.005
Fermi statistics at 250 K: series -0.001 %; parallel -0.512 %
tunnel/thermal flux estimate at 250 K: 0.66 %
Fermi statistics at 350 K: series -0.019 %; parallel -0.622 %
tunnel/thermal flux estimate at 350 K: 0.47 %
confinement energy in one cell 0.0028 eV
at 300 K: mean free path 0.71 nm; thermal wavelength 7.38 nm
worst cell at 300 K: mean voltage 3.52 mV; field 0.00176 MV/cm
\end{verbatim}
